# Optical spin orientation in bulk GaAs from Gamma8 to Gamma6 transitions

**Question**

I am trying to understand optical spin orientation in bulk GaAs. I am told that circularly polarised light excites heavy and light holes with strengths 3:1, and that the electrons are therefore 50 percent spin polarised. I know that the conduction band edge ($\Gamma_6$) is s-like and the valence band edge ($\Gamma_8$) is p-like with $J=3/2$, but I cannot get the numbers out of the matrix elements.

Something else bothers me. Heavy and light holes are defined by the component of $J$ along $\mathbf k$. In a bulk crystal $\mathbf k$ points in all directions, while the light has one direction. Why does the ratio 3:1 survive the sum over $\mathbf k$, and if it does not, why does the 50 percent?

**Answer**

Your suspicion is half right. The 3:1 ratio belongs to states with definite $m$ along the light axis, and it is not the absorption ratio of the two bulk bands. The 50 percent does survive, for each band separately. I use atomic units ($\hbar=m_e=1$).

**The momentum matrix elements**

Call the conduction edge function $S$ and the valence edge functions $X,Y,Z$, or $X_j$ for short. The crystal has twofold rotations about the cubic axes. The rotation about axis $i$ leaves $S$ and $p_i$ unchanged but reverses $X_j$ for $j\neq i$. Hence $\langle S|p_i|X_j\rangle$ equals minus itself and vanishes for $j\ne i$. Threefold rotations about the cube diagonals permute $x,y,z$, so the three remaining elements are equal:

$$\langle S|p_i|X_j\rangle=P\,\delta_{ij}.$$

I neglect the small spin-orbit term in the momentum operator, so the transition conserves spin. I also use these band-edge elements at small nonzero $\mathbf k$, and neglect the photon's momentum.

Let the light travel along $+z$ with $\boldsymbol\varepsilon=(\hat x+i\hat y)/\sqrt2$. The part of the field varying as $e^{-i\omega t}$ causes absorption, and $\mathrm{Re}[(\hat x+i\hat y)e^{-i\omega t}]=\hat x\cos\omega t+\hat y\sin\omega t$ rotates from $x$ to $y$. Each photon therefore carries angular momentum $+1$ along $z$.

With $|1,\pm1\rangle=\mp(X\pm iY)/\sqrt2$ and $|1,0\rangle=Z$,

$$\langle S|\boldsymbol\varepsilon\cdot\mathbf p|1,-1\rangle=\tfrac12\left[P+i(-i)P\right]=P,$$

$$\langle S|\boldsymbol\varepsilon\cdot\mathbf p|1,+1\rangle=-\tfrac12\left[P+i\cdot i\,P\right]=0,\qquad \langle S|\boldsymbol\varepsilon\cdot\mathbf p|1,0\rangle=0.$$

So we need to know how much $|1,-1\rangle$ each valence state contains.

**The ratio 3:1**

The lowest state of the $J=3/2$ quartet is $|\tfrac32,-\tfrac32\rangle=|1,-1\rangle\!\downarrow$. Apply $J_+=L_++S_+$. On the left, the factor is $\sqrt{15/4-3/4}=\sqrt3$. On the right, $L_+|1,-1\rangle=\sqrt2\,|1,0\rangle$ and $S_+\!\downarrow\,=\,\uparrow$. Therefore

$$|\tfrac32,-\tfrac12\rangle=\sqrt{\tfrac13}\,|1,-1\rangle\!\uparrow+\sqrt{\tfrac23}\,|1,0\rangle\!\downarrow .$$

The states with $m=+\tfrac12$ and $+\tfrac32$ contain no $|1,-1\rangle$, since adding a spin of at most $\tfrac12$ to $-1$ cannot give positive $m$. They do not absorb this light. The strengths are

- $m=-\tfrac32\to S\!\downarrow$: $|P|^2$;
- $m=-\tfrac12\to S\!\uparrow$: $|P|^2/3$.

This is the 3:1 ratio. The two processes start from different filled states, so their probabilities add, and the polarisation at the moment of creation is

$$\eta=\frac{n_\uparrow-n_\downarrow}{n_\uparrow+n_\downarrow}=\frac{\frac13-1}{\frac13+1}=-\frac12 .$$

Of 1000 absorbed photons, on average 750 give spin down and 250 give spin up. The minus sign says that the mean electron spin is opposite to the photon's angular momentum. There is no conflict with conservation: in both transitions $m$ rises by one, from $-\tfrac32$ to $-\tfrac12$ or from $-\tfrac12$ to $+\tfrac12$. Reversing the helicity reverses the sign of $\eta$.

**Why the photon energy has an upper limit**

The split-off state with $m=-\tfrac12$ is orthogonal to the one above:

$$|\tfrac12,-\tfrac12\rangle=\sqrt{\tfrac23}\,|1,-1\rangle\!\uparrow-\sqrt{\tfrac13}\,|1,0\rangle\!\downarrow .$$

It adds strength $2|P|^2/3$ into spin up. If all six valence states had equal weight, spin up would receive $\tfrac13+\tfrac23=1$ and spin down would receive 1, giving no polarisation. The light acts on the orbital motion, and it is the spin-orbit splitting that lets us select states in which orbit and spin are correlated. The result $\eta=-\tfrac12$ thus needs a photon energy between $E_g$ and $E_g+\Delta_{so}$. This is necessary but not sufficient: below I treat the heavy and light bands as pure $J=3/2$ states, which requires a hole kinetic energy small compared with $\Delta_{so}$.

**Now let k point anywhere**

First take spherical bands. If $\mathbf k$ makes an angle $\theta$ with the light, the heavy states have $J$ component $\pm\tfrac32$ along $\hat{\mathbf k}$. They are $|1,+1\rangle_k\!\uparrow_k$ and $|1,-1\rangle_k\!\downarrow_k$, with both orbit and spin quantised along $\hat{\mathbf k}$.

Put $\mathbf k$ in the $xz$ plane; a rotation about $z$ changes $\boldsymbol\varepsilon$ by a phase, so nothing is lost. Two axes perpendicular to $\mathbf k$ are $\mathbf e_1=(\cos\theta,0,-\sin\theta)$ and $\mathbf e_2=\hat y$, with $\boldsymbol\varepsilon\cdot\mathbf e_1=\cos\theta/\sqrt2$ and $\boldsymbol\varepsilon\cdot\mathbf e_2=i/\sqrt2$. The amplitudes are

$$\langle S|\boldsymbol\varepsilon\cdot\mathbf p|1,\pm1\rangle_k=\mp\frac{P}{\sqrt2}\left(\frac{\cos\theta}{\sqrt2}\pm i\,\frac{i}{\sqrt2}\right)=\mp\frac P2(\cos\theta\mp1).$$

Their squares, $|P|^2(1\mp\cos\theta)^2/4$, are the strengths into $\uparrow_k$ and $\downarrow_k$. The sum is the heavy-hole strength. The difference is $-|P|^2\cos\theta$ along $\hat{\mathbf k}$, and projecting it on $z$ gives another $\cos\theta$. In units of $|P|^2$,

$$\text{heavy: strength }\frac{1+\cos^2\theta}{2},\qquad n_\uparrow-n_\downarrow=-\cos^2\theta .$$

The four $\Gamma_8$ states together give strength $\tfrac43$ and difference $-\tfrac23$, whatever basis is used for them. Subtraction leaves

$$\text{light: strength }\frac56-\frac{\cos^2\theta}{2},\qquad n_\uparrow-n_\downarrow=-\frac23+\cos^2\theta .$$

| $\theta$ | heavy strength | heavy $n_\uparrow-n_\downarrow$ | light strength | light $n_\uparrow-n_\downarrow$ |
|---|---|---|---|---|
| 0° | 1.000 | −1.000 | 0.333 | 0.333 |
| 60° | 0.625 | −0.250 | 0.708 | −0.417 |
| 90° | 0.500 | 0.000 | 0.833 | −0.667 |

At $\theta=0$ we recover 3:1. At 90° the light band absorbs more strongly per state, and the heavy band gives no net spin along $z$. Over the sphere $\cos^2\theta$ averages to $\tfrac13$, so each band has mean strength $\tfrac23$ and mean difference $-\tfrac13$. The averaged strengths are equal, and each band separately gives $\eta=-\tfrac12$.

**Does warping spoil this?**

No, within the same approximations. Write $\mathbf n=\mathbf k/k$ and $\{A,B\}=(AB+BA)/2$. The warped (Luttinger) hole energy is the matrix $(k^2/2)(\gamma_1+Q)$ with

$$Q=\tfrac52\gamma_2-2\gamma_2\sum_i n_i^2J_i^2-4\gamma_3\sum_{i<j}n_in_j\{J_i,J_j\}.$$

To find its eigenvalues, order the states as $m=\tfrac32,-\tfrac32$, then $\tfrac12,-\tfrac12$. Inserting the $J=3/2$ matrices gives

$$Q=\begin{pmatrix}-d&-B\\-B^\dagger&d\end{pmatrix},\qquad d=\gamma_2(3n_z^2-1),$$

$$B=\sqrt3\gamma_2(n_x^2-n_y^2)\sigma_x+2\sqrt3\gamma_3\,(n_xn_y\sigma_y+n_zn_x\sigma_z-i\,n_yn_z).$$

In $Q^2$ the off-diagonal blocks cancel. Since $B$ has the form $\mathbf a\cdot\boldsymbol\sigma-ib$ with real $\mathbf a$ and $b$, $BB^\dagger=B^\dagger B=a^2+b^2$. With $s=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2$ and $n_x^2+n_y^2+n_z^2=1$, one has $(3n_z^2-1)^2+3(n_x^2-n_y^2)^2=4(1-3s)$. Hence

$$Q^2=4D^2,\qquad D^2=\gamma_2^2+3(\gamma_3^2-\gamma_2^2)\,s .$$

The eigenvalues of $Q$ are $\mp2D$, the upper sign being the heavy band, and the projectors on the two bands are $\Pi=\tfrac12\mp Q/(4D)$.

For a parabolic conduction band of mass $m_c$, a photon with excess energy $E=\omega-E_g$ selects $E=k^2/(2\mu)$, where $1/\mu=1/m_c+\gamma_1\mp2D$. The number of states per solid angle and energy is proportional to $k^2\,dk/dE=k\mu=\sqrt{2E}\,\mu^{3/2}$. Each direction therefore has weight $\mu^{3/2}$.

The summed projector contains $\int f\,Q\,d\Omega$ with $f=\mu^{3/2}/D$. This $f$ is unchanged when any $n_i$ changes sign or when the axes are permuted. The integral of $f n_in_j$ thus vanishes for $i\ne j$, and that of $f n_i^2$ is $F/3$, where $F=\int f\,d\Omega$. Since $\sum_iJ_i^2=\tfrac{15}{4}$,

$$\int f\,Q\,d\Omega=\tfrac52\gamma_2F-2\gamma_2\,\frac F3\,\frac{15}{4}=0 .$$

Each band's summed projector is then a multiple of the identity in the $\Gamma_8$ space. Summed over $\mathbf k$, each band acts like an equal mixture of the four $m$ states, for which we found $\eta=-\tfrac12$. Because $P\delta_{ij}$ has no preferred axis, we may quantise along any light direction, and the result is the same.

**What the heavy-to-light absorption ratio is instead**

The equal mixtures leave the state counts to decide:

$$R=\frac{\int\mu_h^{3/2}\,d\Omega}{\int\mu_l^{3/2}\,d\Omega}.$$

Take the round model parameters $m_c=0.07$, $\gamma_1=7$, $\gamma_2=2$, $\gamma_3=3$, so that $1/m_c=14.29$. Along a cube axis $s=0$ and $D=2$, which gives $1/\mu_h=17.29$, $1/\mu_l=25.29$ and a weight ratio $(25.29/17.29)^{3/2}=1.77$. Along a cube diagonal $s=\tfrac13$ and $D=3$, giving $(27.29/15.29)^{3/2}=2.38$. Numerical integration over all directions gives $R=2.14$, between these two values. The heavy band takes 68 percent of the absorption, not 75 percent, yet both bands deliver electrons with $\eta=-\tfrac12$.

**Where the 50 percent fails**

- Even below $E_g+\Delta_{so}$, once the hole kinetic energy is no longer small compared with $\Delta_{so}$, the hole bands, chiefly the light one, mix with the split-off states. In the model above a light hole along a cube axis carries $11/25.29\approx0.435$ of the excess energy $E$. The admixed $J=1/2$ part feeds spin up and lowers $|\eta|$, so $-\tfrac12$ is exact only in the limit $E\ll\Delta_{so}$.
- Above $E_g+\Delta_{so}$ the split-off band adds spin-up electrons. Its state count starts from zero as $\sqrt{\omega-E_g-\Delta_{so}}$ in the parabolic model, so $|\eta|$ falls without a jump, although steeply just above the threshold, where the square root has infinite slope.
- If the light travels along a cube axis or a cube diagonal, and strain or confinement along that axis separates the $m=\pm\tfrac32$ pair from the $m=\pm\tfrac12$ pair at $\Gamma$, exciting the first pair alone there gives $\eta=-1$.
- The number refers to the moment of creation. Spin relaxation before a measurement lowers it.
- I have left out the electron-hole attraction, so this is a statement about band-to-band absorption and not about exciton lines.

Numbers in the example were calculated in double precision.
